**Bader basins with and without the core density**

The program studies a linear A–B–A model and shows that boundaries from a pseudo valence density can fail, while valence plus core density restores the nuclear basins. Here $d$ is the A–B distance, $\beta$ and $a$ set the valence shapes of B and A, $\kappa$ is a core decay constant, $N_c$ is the number of core electrons, and $z_b$ is the bond saddle. It asserts the first-order splitting of the false B shell, the critical A population for a valence maximum, and the response of the saddle to the core amplitude. Basin populations from a traced zero-flux boundary are required to agree within 0.01 electron with those from a grid of points sent uphill. In the ionic model, the valence density has two false B maxima and no A basin; the restored boundary gives A a charge of 0.65 e. In the neutral model, A has a displaced valence maximum, and its charge changes from 0.25 e to 0.13 e when the boundary is restored. Removing the B core leaves the A population unchanged within the asserted tolerance, whereas an overly compact A core changes the A charge. A grid sum counts two sharp B core electrons as 3.41, in agreement with Poisson summation, while the valence sum remains close to eight.

## Numerical check

```python
"""Bader basins of a pseudo valence density versus a core-restored density.

Claim: valence-only basins may be split, displaced or missing. Boundaries from
valence + core density repair them; the valence density is then integrated.
Model: linear A-B-A, B at z=0 and A at z=+d and -d, axisymmetric about z.
R is the distance from the axis. Lengths are nm, densities electrons/nm^3.
Valence B: C r^2 exp(-beta r). Valence A: Gaussian exp(-a r^2).
Core: N kappa^3 exp(-kappa r)/(8 pi).
Model tuple: (valence A, valence B, core A, kappa A, core B, kappa B).
"""
import numpy as np
from scipy.constants import elementary_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

d, beta, a = 0.2, 60.0, 100.0
kappa_A, kappa_B, core_count = 100.0, 300.0, 2.0
Z_A, Z_B = 1.0, 6.0
ionic_val = (0.4, 7.2, 0.0, kappa_A, 0.0, kappa_B)
ionic_ref = (0.4, 7.2, core_count, kappa_A, core_count, kappa_B)
neutral_val = (1.0, 6.0, 0.0, kappa_A, 0.0, kappa_B)
neutral_ref = (1.0, 6.0, core_count, kappa_A, core_count, kappa_B)


def core_density(r, count, kappa):
    return count * kappa**3 / (8 * np.pi) * np.exp(-kappa * r)


def field(R, z, model):
    """Density and its R and z derivatives."""
    NA, NB, cA, kA, cB, kB = model
    r = np.sqrt(R * R + z * z)
    C = NB * beta**5 / (96 * np.pi)
    e = np.exp(-beta * r)
    density = C * r * r * e
    factor = C * (2 - beta * r) * e
    if cB:
        core = core_density(r, cB, kB)
        density = density + core
        factor = factor - kB * core / np.maximum(r, 1e-12)
    gR, gz = factor * R, factor * z
    for centre in (d, -d):
        dz = z - centre
        r2 = R * R + dz * dz
        gauss = NA * (a / np.pi)**1.5 * np.exp(-a * r2)
        density = density + gauss
        factor = -2 * a * gauss
        if cA:
            r = np.sqrt(r2)
            core = core_density(r, cA, kA)
            density = density + core
            factor = factor - kA * core / np.maximum(r, 1e-12)
        gR = gR + factor * R
        gz = gz + factor * dz
    return density, gR, gz


def axial_slope(z, model):
    return field(0.0, z, model)[2]


def bond_saddle(model):
    """Axial minimum between B and A, or None if A has no maximum."""
    z = np.linspace(0.04, 0.1999, 4000)
    g = axial_slope(z, model)
    hits = np.where((g[:-1] < 0) & (g[1:] > 0))[0]
    if len(hits) == 0:
        return None
    i = hits[0]
    return brentq(axial_slope, z[i], z[i + 1], args=(model,), xtol=1e-14)


def boundary(model):
    """Trace the zero-flux surface downhill from the bond saddle."""
    start = bond_saddle(model)

    def slope(R, y):
        _, gR, gz = field(R, y[0], model)
        return [gz / gR]
    sol = solve_ivp(slope, (1e-5, 0.5), [start], method="LSODA",
                    rtol=1e-9, atol=1e-11, dense_output=True)
    assert sol.success
    return lambda R: sol.sol(R)[0]


xR, wR = np.polynomial.legendre.leggauss(120)
xz, wz = np.polynomial.legendre.leggauss(180)


def integrate_side(density, surface, z_end):
    """Integrate from the surface to z_end; absolute volume is used."""
    R = 0.25 * (xR + 1)
    zb = surface(R)
    half = 0.5 * (z_end - zb)
    z = zb[:, None] + half[:, None] * (xz + 1)
    values = density(R[:, None], z)
    inner = np.abs(half) * (values @ wz)
    return float(np.sum(0.25 * wR * 2 * np.pi * R * inner))


def valence_in_A(model):
    val = (model[0], model[1], 0.0, model[3], 0.0, model[5])
    return integrate_side(lambda R, z: field(R, z, val)[0],
                          boundary(model), 0.8)


def valence_in_A_uphill(model):
    """Independent basin population: send every grid point uphill."""
    h, step = 0.004, 0.002
    R0, z0 = np.meshgrid(np.arange(h / 2, 0.4, h),
                         np.arange(h / 2, 0.56, h), indexing="ij")
    R, z = R0.copy(), z0.copy()
    for _ in range(600):
        _, gR, gz = field(R, z, model)
        norm = np.hypot(gR, gz) + 1e-200
        Rm, zm = R + step * gR / (2 * norm), z + step * gz / (2 * norm)
        _, gR, gz = field(Rm, zm, model)
        norm = np.hypot(gR, gz) + 1e-200
        R, z = R + step * gR / norm, z + step * gz / norm
    val = (model[0], model[1], 0.0, model[3], 0.0, model[5])
    weight = 2 * np.pi * R0 * h * h * field(R0, z0, val)[0]
    return float(np.sum(weight[z > bond_saddle(model)]))


# False attractors of the ionic valence density.
r_shell = 2 / beta
pole = brentq(axial_slope, 0.02, 0.06, args=(ionic_val,), xtol=1e-14)
ring = brentq(lambda R: field(R, 0.0, ionic_val)[1], 0.02, 0.06)
n_pole = field(0.0, pole, ionic_val)[0]
n_ring = field(ring, 0.0, ionic_val)[0]
n_centre = field(0.0, 0.0, ionic_val)[0]
split = n_pole - n_ring
split_formula = (2 * ionic_val[0] * (a / np.pi)**1.5
                 * np.exp(-a * (d*d + r_shell**2))
                 * (np.cosh(2 * a * d * r_shell) - 1))
assert n_centre < n_ring < n_pole
assert abs(split / split_formula - 1) < 0.02  # first-order formula
assert bond_saddle(ionic_val) is None


def log_flow(t, y):
    n, gR, gz = field(y[0], y[1], ionic_val)
    return [gR / n, gz / n]


rng = np.random.default_rng(4)
starts = np.column_stack((rng.uniform(0.005, 0.2, 24),
                          rng.uniform(0.005, 0.35, 24)))
starts[0] = (0.001, d)  # a start beside nucleus A
for start in starts:
    run = solve_ivp(log_flow, (0, 20), start, method="LSODA",
                    rtol=1e-8, atol=1e-10)
    assert run.success
    assert np.hypot(run.y[0, -1], run.y[1, -1] - pole) < 1e-4

# Smallest A population that gives an A maximum in the valence density.


def needed_population(s):
    r = d - s
    slope_B = (ionic_val[1] * beta**5 / (96 * np.pi)
               * r * (beta * r - 2) * np.exp(-beta * r))
    return slope_B / (2*a*s * (a/np.pi)**1.5 * np.exp(-a*s*s))


best = minimize_scalar(needed_population, bounds=(0.004, 0.08),
                       method="bounded", options={"xatol": 1e-10})
N_crit = best.fun
assert bond_saddle((0.98 * N_crit,) + ionic_val[1:]) is None
assert bond_saddle((1.02 * N_crit,) + ionic_val[1:]) is not None

# Core-restored populations and the displaced maximum of the neutral case.
N_ionic = valence_in_A(ionic_ref)
N_neutral = valence_in_A(neutral_ref)
N_neutral_false = valence_in_A(neutral_val)
N_ionic_up = valence_in_A_uphill(ionic_ref)
N_neutral_up = valence_in_A_uphill(neutral_ref)
N_false_up = valence_in_A_uphill(neutral_val)
for traced, uphill in ((N_ionic, N_ionic_up), (N_neutral, N_neutral_up),
                       (N_neutral_false, N_false_up)):
    assert abs(traced - uphill) < 0.01  # finite cells at the boundary
assert N_ionic > 0.1 and N_neutral - N_neutral_false > 0.02
false_saddle = bond_saddle(neutral_val)
A_peak = brentq(axial_slope, d - 0.018, d, args=(neutral_val,), xtol=1e-14)
assert false_saddle < A_peak < d

# Restored B density decreases radially, so its false shell maximum is gone.
r_test = np.linspace(0.0001, 0.5, 10000)
for NB in (ionic_ref[1], neutral_ref[1]):
    B_only = (0.0, NB, 0.0, kappa_A, core_count, kappa_B)
    assert np.all(field(0.0, r_test, B_only)[2] < 0)

# Merging rule: the B core does not move the outer boundary.
without_B_core = ionic_ref[:4] + (0.0, kappa_B)
N_merged = valence_in_A(without_B_core)
assert abs(N_merged - N_ionic) < 1e-6

# The A core does move it: response formula against solved saddles.
zb = bond_saddle(ionic_ref)
core_slope = kappa_A * core_density(d - zb, core_count, kappa_A)
dz = 1e-6
curvature = (axial_slope(zb + dz, ionic_ref)
             - axial_slope(zb - dz, ionic_ref)) / (2 * dz)
response = -core_slope / curvature
shifted = []
for scale in (1.01, 0.99):
    changed = ionic_ref[:2] + (scale * core_count,) + ionic_ref[3:]
    shifted.append(bond_saddle(changed))
response_solved = (shifted[0] - shifted[1]) / np.log(1.01 / 0.99)
assert abs(response / response_solved - 1) < 1e-3
compact = ionic_ref[:3] + (kappa_B,) + ionic_ref[4:]
zb_compact = bond_saddle(compact)
N_compact = valence_in_A(compact)
assert abs(N_compact - N_ionic) > 0.01

# Core leakage; a flat boundary checks the quadrature against a closed form.


def core_A(R, z):
    return core_density(np.sqrt(R*R + (z-d)**2), core_count, kappa_A)


x = kappa_A * (d - zb)
flat = integrate_side(core_A, lambda R: np.full_like(R, zb), -0.4)
assert abs(flat / (core_count / 4 * (x + 2) * np.exp(-x)) - 1) < 1e-5
leak = integrate_side(core_A, boundary(ionic_ref), -0.4)

# Uniform-grid sampling of a sharp core and of the valence density.
h = 0.01
m = np.arange(-15, 16)
X, Y, Z = np.meshgrid(m, m, m, indexing="ij")
sampled_core = float(np.sum(core_density(h*np.sqrt(X*X + Y*Y + Z*Z),
                                         core_count, kappa_B)) * h**3)
M = 60
m = np.arange(-M, M + 1)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
c = (2 * np.pi / (h * kappa_B))**2
poisson = np.sum(1 / (1 + c * m2[m2 <= M*M])**2)
poisson = core_count * (poisson + 4 * np.pi / (c*c*M))
assert abs(sampled_core - poisson) < 2e-4
axis = h * m
R_grid = np.sqrt(axis[:, None]**2 + axis[None, :]**2)
sampled_valence = 0.0
for z in axis:
    sampled_valence += float(np.sum(field(R_grid, z, ionic_val)[0])) * h**3
assert abs(sampled_valence - (2*ionic_val[0] + ionic_val[1])) < 1e-3

q_A = Z_A - N_ionic
q_B = Z_B - (2*ionic_val[0] + ionic_val[1] - 2*N_ionic)
print(f"A-B distance d: {d:.3f} nm")
print(f"B valence decay beta: {beta:.1f} nm^-1")
print(f"A Gaussian exponent a: {a:.1f} nm^-2")
print(f"core decay kappa, A: {kappa_A:.1f} nm^-1")
print(f"core decay kappa, B: {kappa_B:.1f} nm^-1")
print(f"core electrons on each atom: {core_count:.1f}")
print(f"valence nuclear charges Z_v, A and B: {Z_A:.1f}, {Z_B:.1f} e")
print(f"ionic model populations, A and B: {ionic_val[0]}, {ionic_val[1]}")
print(f"neutral model populations, A and B: {neutral_val[0]}, {neutral_val[1]}")
print("IONIC MODEL, VALENCE DENSITY ONLY")
print(f"isolated shell radius 2/beta: {r_shell:.6f} nm")
print(f"false maxima at z = +/- {pole:.6f} nm")
print(f"density at B nucleus: {n_centre:.3f} electrons/nm^3")
print(f"density at false maximum: {n_pole:.3f} electrons/nm^3")
print(f"density difference pole - ring: {split:.4f} electrons/nm^3")
print(f"same, first-order formula: {split_formula:.4f} electrons/nm^3")
print(f"relative density difference: {100*split/n_pole:.4f} percent")
print(f"uphill paths ending at the +z false maximum: {len(starts)}")
print(f"electrons in each false B basin: {sampled_valence/2:.4f}")
print(f"critical A population for an A maximum: {N_crit:.4f} electrons")
print("IONIC MODEL, CORE-RESTORED BOUNDARY")
print(f"bond saddle distance from A: {d-zb:.6f} nm")
print(f"valence electrons in A, traced boundary: {N_ionic:.4f}")
print(f"valence electrons in A, uphill grid: {N_ionic_up:.4f}")
print(f"charge of A: {q_A:.4f} e = {q_A*elementary_charge:.4e} C")
print(f"charge of B: {q_B:.4f} e")
print(f"change in A population without B core: {N_merged-N_ionic:.2e}")
print(f"A core electrons outside A basin: {leak:.5f}")
print(f"saddle response dz_b/d ln N_c, formula: {response:.6f} nm")
print(f"saddle response, solved saddles: {response_solved:.6f} nm")
print(f"too-compact A core, saddle distance from A: {d-zb_compact:.6f} nm")
print(f"too-compact A core, valence electrons in A: {N_compact:.4f}")
print(f"too-compact A core, charge of A: {Z_A-N_compact:.4f} e")
print("NEUTRAL MODEL")
print(f"valence-only A maximum displaced towards B: {d-A_peak:.6f} nm")
print(f"valence-only saddle distance from A: {d-false_saddle:.6f} nm")
print(f"restored saddle distance from A: {d-bond_saddle(neutral_ref):.6f} nm")
print(f"valence-only A population, traced: {N_neutral_false:.4f} electrons")
print(f"valence-only A population, uphill: {N_false_up:.4f} electrons")
print(f"restored A population, traced: {N_neutral:.4f} electrons")
print(f"restored A population, uphill: {N_neutral_up:.4f} electrons")
print(f"A charge, valence-only boundary: {Z_A-N_neutral_false:.4f} e")
print(f"A charge, restored boundary: {Z_A-N_neutral:.4f} e")
print("UNIFORM GRID")
print(f"grid spacing: {h:.3f} nm")
print(f"B core electrons from grid sum: {sampled_core:.4f}")
print(f"B core electrons from Poisson sum: {poisson:.4f}")
print(f"total valence electrons from grid sum: {sampled_valence:.6f}")
print("all good")
```

It prints:

```
A-B distance d: 0.200 nm
B valence decay beta: 60.0 nm^-1
A Gaussian exponent a: 100.0 nm^-2
core decay kappa, A: 100.0 nm^-1
core decay kappa, B: 300.0 nm^-1
core electrons on each atom: 2.0
valence nuclear charges Z_v, A and B: 1.0, 6.0 e
ionic model populations, A and B: 0.4, 7.2
neutral model populations, A and B: 1.0, 6.0
IONIC MODEL, VALENCE DENSITY ONLY
isolated shell radius 2/beta: 0.033333 nm
false maxima at z = +/- 0.033360 nm
density at B nucleus: 2.631 electrons/nm^3
density at false maximum: 2796.269 electrons/nm^3
density difference pole - ring: 2.4239 electrons/nm^3
same, first-order formula: 2.4221 electrons/nm^3
relative density difference: 0.0867 percent
uphill paths ending at the +z false maximum: 24
electrons in each false B basin: 4.0000
critical A population for an A maximum: 0.8687 electrons
IONIC MODEL, CORE-RESTORED BOUNDARY
bond saddle distance from A: 0.072381 nm
valence electrons in A, traced boundary: 0.3512
valence electrons in A, uphill grid: 0.3512
charge of A: 0.6488 e = 1.0394e-19 C
charge of B: -1.2975 e
change in A population without B core: 2.08e-12
A core electrons outside A basin: 0.00559
saddle response dz_b/d ln N_c, formula: -0.006844 nm
saddle response, solved saddles: -0.006844 nm
too-compact A core, saddle distance from A: 0.043729 nm
too-compact A core, valence electrons in A: 0.2580
too-compact A core, charge of A: 0.7420 e
NEUTRAL MODEL
valence-only A maximum displaced towards B: 0.007782 nm
valence-only saddle distance from A: 0.038592 nm
restored saddle distance from A: 0.075078 nm
valence-only A population, traced: 0.7506 electrons
valence-only A population, uphill: 0.7511 electrons
restored A population, traced: 0.8731 electrons
restored A population, uphill: 0.8745 electrons
A charge, valence-only boundary: 0.2494 e
A charge, restored boundary: 0.1269 e
UNIFORM GRID
grid spacing: 0.010 nm
B core electrons from grid sum: 3.4080
B core electrons from Poisson sum: 3.4080
total valence electrons from grid sum: 7.999956
all good
```
